**Nonrelativistic contractions in a scalar-relativistic Hamiltonian**

For a one-electron 1s ion, a frozen nonrelativistic contraction raises the spin-free X2C energy by Δ ≈ K Z⁵/c³ at small Z/c, where Z is the nuclear charge, c the speed of light in atomic units, and K = 0.1154 a momentum integral. The program asserts that K agrees within 8% with a limit extrapolated from matrix diagonalization, and that the contraction of ⟨r²⟩ has its derived coefficient within 2%. It also asserts agreement with exact Dirac energies for Z = 10 to 80 and an error that grows faster than Z⁴ at each doubling; the printed local powers are close to 5. For iodine, it checks the nonrelativistic virial ratio and compares the one-electron X2C energy of the occupied orbitals with PySCF. The frozen 5s4p2d contraction lies 64.75 hartree above the uncontracted spherically averaged Hartree–Fock energy. Further assertions require that released diffuse primitives leave more than 90% of this error, steep ones less than 20%, and a free s block less than 25%; the printed values are 99%, 0.3% and 7%. The contact-density estimate of the atom-to-ion error ratio is asserted to hold within 25%; the output gives 2.16 for the estimate and 2.56 for the actual ratio.

## Program and output

```python
"""
Result under test: a nonrelativistic contraction used with the spin-free X2C
Hamiltonian has an energy error D relative to the uncontracted basis.
For a one-electron 1s ion D -> K Z^5/c^3 at small Z/c, where
K = (8/pi) int_0^inf dt / ((1+e)^3 (1+m)^2), e=sqrt(1+t^2), m^2=2e/(1+e).
In an atom the core error is cured by steep primitives, not by diffuse ones.
Z: nuclear charge; c: speed of light; Hartree atomic units throughout.
S, T, V, W, R2: overlap, kinetic, nuclear, p.V p and r^2 matrices.
The iodine atom uses spherically averaged fractional-occupation RHF.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, scf

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]


def build_atom(symbol, exponents):
    """Uncontracted atom; AO indices and one radial block for each l."""
    shells = [[l, [float(a), 1.0]] for l, row in enumerate(exponents)
              for a in row]
    mol = gto.M(atom=[[symbol, (0.0, 0.0, 0.0)]], basis={symbol: shells},
                spin=1, verbose=0)
    loc = mol.ao_loc_nr()
    names = dict(S="int1e_ovlp", T="int1e_kin", V="int1e_nuc",
                 W="int1e_pnucp", R2="int1e_r2")
    full = {key: mol.intor(name) for key, name in names.items()}
    indices, blocks = [], []
    for l in range(len(exponents)):
        members = [i for i in range(mol.nbas) if mol.bas_angular(i) == l]
        idx = np.array([loc[i] + np.arange(2 * l + 1) for i in members])
        block = {key: mat[np.ix_(idx[:, 0], idx[:, 0])]
                 for key, mat in full.items()}
        block["exps"] = np.array([mol.bas_exp(i)[0] for i in members])
        indices.append(idx)
        blocks.append(block)
    return mol, indices, blocks


def x2c_states(block, charge_factor=1.0):
    """Positive-energy X2C states in the orthonormal kinetic eigenbasis."""
    t, U = eigh(block["T"], block["S"])
    p = np.sqrt(2 * t)
    v = charge_factor * U.T @ block["V"] @ U
    w = charge_factor * (U.T @ block["W"] @ U) / np.outer(p, p)
    n = len(t)
    coupling = np.diag(c * p)
    dirac = np.block([[v, coupling],
                      [coupling, w - 2 * c**2 * np.eye(n)]])
    energies, vectors = eigh(dirac)
    large, small = vectors[:n, n:], vectors[n:, n:]
    X = np.linalg.solve(large.T, small.T).T
    metric, Q = eigh(np.eye(n) + X.T @ X)
    C = (Q * np.sqrt(metric)) @ Q.T @ large
    return U, t, v, energies[n:], C


def one_electron_ion(block, charge_factor=1.0):
    """Relativistic 1s energy, frozen-function error, <r^2> NR and X2C."""
    U, t, v, energies, C = x2c_states(block, charge_factor)
    frozen = eigh(np.diag(t) + v)[1][:, 0]
    weights = (C.T @ frozen)**2
    error = np.sum(weights * (energies - energies[0]))
    r2 = U.T @ block["R2"] @ U
    return (energies[0], error, frozen @ r2 @ frozen,
            C[:, 0] @ r2 @ C[:, 0])


def ion_with_charge(Z, steepest):
    lowest = 0.02 * Z**2
    count = int(np.ceil(np.log2(steepest / lowest))) + 1
    block = build_atom("H", [lowest * 2.0**np.arange(count)])[2][0]
    return one_electron_ion(block, float(Z))


# Leading coefficient: momentum integral against diagonalization.
def tail_integrand(t):
    e = np.sqrt(1 + t * t)
    m = np.sqrt(2 * e / (1 + e))
    return 1 / ((1 + e)**3 * (1 + m)**2)


K_formula = 8 / np.pi * quad(tail_integrand, 0, np.inf)[0]
small_Z = [1, 2, 4]
small_runs = [ion_with_charge(Z, 1e8) for Z in small_Z]
scaled = [run[1] * c**3 / Z**5 for Z, run in zip(small_Z, small_runs)]
# This combination removes terms proportional to Z/c and (Z/c) ln(Z/c).
K_limit = 4 * scaled[0] - 4 * scaled[1] + scaled[2]
shrink_coefficient = ((small_runs[2][2] - small_runs[2][3])
                      * small_Z[2]**2 / (small_Z[2] / c)**2)
print(f"speed of light c = {c:.6f} a.u.")
print(f"K from momentum integral = {K_formula:.5f} (dimensionless)")
for Z, value in zip(small_Z, scaled):
    print(f"Z={Z}: error*c^3/Z^5 = {value:.5f} (dimensionless)")
print(f"K from diagonalization limit = {K_limit:.5f} (dimensionless)")
print(f"Z=4: loss of Z^2<r^2> over (Z/c)^2 = {shrink_coefficient:.4f}")
# Neglected terms of order (Z/c)^2 with logarithms limit the extrapolation.
assert abs(K_limit / K_formula - 1) < 0.08
assert abs(shrink_coefficient / 2.5 - 1) < 0.02

# Growth over the periodic range of nuclear charge.
charges = [10, 20, 40, 80]
errors = []
print("One-electron ions: energies in Eh, 1s rms contraction in percent")
for Z in charges:
    energy, error, r2_nr, r2_rel = ion_with_charge(Z, 1e9)
    exact = c**2 * (np.sqrt(1 - (Z / c)**2) - 1)
    # The point-nucleus singularity limits a Gaussian basis at high charge.
    assert abs(energy / exact - 1) < 2e-4
    errors.append(error)
    shrink = 100 * (1 - np.sqrt(r2_rel / r2_nr))
    print(f"Z={Z}: E_NR={-Z**2/2:.1f}, E_Dirac={exact:.4f}, "
          f"E_basis={energy:.4f}, error={error:.5f}, shrink={shrink:.3f}")
growth = np.log2(np.array(errors[1:]) / np.array(errors[:-1]))
for low, high, power in zip(charges[:-1], charges[1:], growth):
    print(f"local power of Z in error, Z={low} to {high}: {power:.3f}")
assert np.all(growth > 4)

# Iodine: primitive integrals and the two one-electron Hamiltonians.
ladder = 0.04 * 2.5**np.arange(20)
mol, indices, blocks = build_atom("I", [ladder, ladder[:14], ladder[1:10]])
eri = mol.intor("int2e", aosym="s8")
overlaps = [b["S"] for b in blocks]
h_nr = [b["T"] + b["V"] for b in blocks]
h_rel = []
for b in blocks:
    U, _, _, energies, C = x2c_states(b)
    SC = b["S"] @ U @ C
    h_rel.append((SC * energies) @ SC.T)
occupations = [np.full(5, 2.0), np.array([2.0, 2.0, 2.0, 5 / 3]),
               np.full(2, 2.0)]


def two_electron(density):
    D = np.zeros((mol.nao, mol.nao))
    for idx, P in zip(indices, density):
        for m in range(idx.shape[1]):
            D[np.ix_(idx[:, m], idx[:, m])] = P
    J, exchange = scf.hf.dot_eri_dm(eri, D, hermi=1)
    G = J - exchange / 2
    return [np.mean([G[np.ix_(idx[:, m], idx[:, m])]
                     for m in range(idx.shape[1])], axis=0)
            for idx in indices]


def orthonormal_space(vectors, S):
    vectors = vectors / np.sqrt(np.sum(vectors * (S @ vectors), axis=0))
    values, Q = eigh(vectors.T @ S @ vectors)
    keep = values > 1e-9
    return vectors @ Q[:, keep] / np.sqrt(values[keep])


def occupy(fock, spaces):
    levels, orbitals, density = [], [], []
    for F, X, occ in zip(fock, spaces, occupations):
        e, u = eigh(X.T @ F @ X)
        occupied = X @ u[:, :len(occ)]
        levels.append(e[:len(occ)])
        orbitals.append(occupied)
        density.append((occupied * occ) @ occupied.T)
    return levels, orbitals, density


def solve_atom(hcore, spaces, density):
    """Self-consistent field restricted to the given spaces, with DIIS."""
    focks, residuals, previous = [], [], 0.0
    for cycle in range(60):
        repulsion = two_electron(density)
        fock = [h + g for h, g in zip(hcore, repulsion)]
        energy = sum((2 * l + 1) * np.sum(P * (h + g / 2)) for l, (P, h, g)
                     in enumerate(zip(density, hcore, repulsion)))
        parts = []
        for F, P, S, X in zip(fock, density, overlaps, spaces):
            FPS = F @ P @ S
            parts.append((X.T @ (FPS - FPS.T) @ X).ravel())
        residual = np.concatenate(parts)
        if (cycle > 0 and abs(energy - previous) < 1e-6
                and np.max(np.abs(residual)) < 1e-3):
            levels, orbitals, _ = occupy(fock, spaces)
            return energy, levels, orbitals, density
        previous = energy
        focks = (focks + [fock])[-8:]
        residuals = (residuals + [residual])[-8:]
        n = len(focks)
        gram = np.array([[a @ b for b in residuals] for a in residuals])
        system = np.ones((n + 1, n + 1))
        system[:n, :n] = gram / max(np.max(np.abs(gram)), 1e-30)
        system[n, n] = 0.0
        target = np.zeros(n + 1)
        target[n] = 1.0
        mix = np.linalg.lstsq(system, target, rcond=None)[0][:n]
        mixed = [sum(q * f[l] for q, f in zip(mix, focks))
                 for l in range(len(blocks))]
        density = occupy(mixed, spaces)[2]
    raise AssertionError("self-consistent field did not converge")


full = [orthonormal_space(np.eye(len(S)), S) for S in overlaps]
nr = solve_atom(h_nr, full, occupy(h_nr, full)[2])
E_nr, _, nr_orbitals, nr_density = nr
kinetic = sum((2 * l + 1) * np.sum(P * b["T"]) for l, (P, b)
              in enumerate(zip(nr_density, blocks)))
assert abs(-E_nr / kinetic - 1) < 1e-3

# Independent implementation of the same one-electron Hamiltonian.
reference = scf.RHF(mol).sfx2c1e().get_hcore()
trace_own = trace_reference = 0.0
for l, (idx, P) in enumerate(zip(indices, nr_density)):
    ref_block = reference[np.ix_(idx[:, 0], idx[:, 0])]
    trace_own += (2 * l + 1) * np.sum(P * h_rel[l])
    trace_reference += (2 * l + 1) * np.sum(P * ref_block)
assert abs(trace_own / trace_reference - 1) < 1e-6


def released_space(condition):
    """Nonrelativistic contractions plus selected free primitives."""
    spaces = []
    for l, (orbitals, b) in enumerate(zip(nr_orbitals, blocks)):
        free = np.eye(len(b["exps"]))[:, condition(l, b["exps"])]
        spaces.append(orthonormal_space(np.hstack([orbitals, free]), b["S"]))
    return spaces


frozen_space = released_space(lambda l, a: a < 0)
diffuse_space = released_space(lambda l, a: a < 1)
steep_space = released_space(lambda l, a: a > 100)
s_space = [full[0], frozen_space[1], frozen_space[2]]
results = {"NR uncontracted": nr}
for label, spaces in [("X2C uncontracted", full),
                      ("X2C frozen", frozen_space),
                      ("X2C +diffuse", diffuse_space),
                      ("X2C +steep", steep_space),
                      ("X2C s released", s_space)]:
    results[label] = solve_atom(h_rel, spaces, nr_density)

E_full = results["X2C uncontracted"][0]
print("Iodine, 20s14p9d primitives, contraction 5s4p2d")
print(f"s exponents: {ladder[0]:.3f} to {ladder[-1]:.4e} bohr^-2, ratio 2.5")
print(f"NR virial ratio -E/T = {-E_nr / kinetic:.7f}")
print("Energies and levels in Eh; rms radii in bohr")
for label, (energy, levels, orbitals, _) in results.items():
    radii = [np.sqrt(orbitals[0][:, k] @ blocks[0]["R2"]
                     @ orbitals[0][:, k]) for k in (0, 4)]
    print(f"{label}: E={energy:.4f}, e1s={levels[0][0]:.3f}, "
          f"e5s={levels[0][4]:.5f}, r1s={radii[0]:.6f}, r5s={radii[1]:.5f}")
atom_error = {label: run[0] - E_full for label, run in results.items()
              if label not in ("NR uncontracted", "X2C uncontracted")}
for label, error in atom_error.items():
    print(f"error of {label} = {error:.4f} Eh")
frozen_error = atom_error["X2C frozen"]
print(f"frozen-contraction error = {frozen_error * hartree_ev:.1f} eV")
print(f"scalar-relativistic energy shift = {E_full - E_nr:.4f} Eh")
for label in ("X2C +diffuse", "X2C +steep", "X2C s released"):
    share = 100 * atom_error[label] / frozen_error
    print(f"error left by {label} = {share:.2f} percent of frozen error")

# Contact-density estimate, with the same s primitives for atom and ion.
ion_error = one_electron_ion(blocks[0])[1]
origin = (2 * blocks[0]["exps"] / np.pi)**0.75
contact = origin @ nr_density[0] @ origin
predicted_ratio = np.pi * contact / 53**3
actual_ratio = frozen_error / ion_error
print(f"one-electron ion Z=53, same s set: error = {ion_error:.4f} Eh")
print(f"iodine NR contact density = {contact:.2f} bohr^-3")
print(f"atom/ion error ratio = {actual_ratio:.4f}")
print(f"contact-density estimate of ratio = {predicted_ratio:.4f}")

assert atom_error["X2C +diffuse"] > 0.9 * frozen_error
assert atom_error["X2C +steep"] < 0.2 * frozen_error
assert atom_error["X2C s released"] < 0.25 * frozen_error
# The estimate omits p shells and differences outside the nuclear region.
assert abs(actual_ratio / predicted_ratio - 1) < 0.25
print("success")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
K from momentum integral = 0.11536 (dimensionless)
Z=1: error*c^3/Z^5 = 0.12209 (dimensionless)
Z=2: error*c^3/Z^5 = 0.12633 (dimensionless)
Z=4: error*c^3/Z^5 = 0.13246 (dimensionless)
K from diagonalization limit = 0.11547 (dimensionless)
Z=4: loss of Z^2<r^2> over (Z/c)^2 = 2.4996
One-electron ions: energies in Eh, 1s rms contraction in percent
Z=10: E_NR=-50.0, E_Dirac=-50.0667, E_basis=-50.0667, error=0.00556, shrink=0.222
Z=20: E_NR=-200.0, E_Dirac=-201.0765, E_basis=-201.0765, error=0.18735, shrink=0.888
Z=40: E_NR=-800.0, E_Dirac=-817.8075, E_basis=-817.8075, error=6.17326, shrink=3.570
Z=80: E_NR=-3200.0, E_Dirac=-3532.1921, E_basis=-3532.1770, error=208.65024, shrink=14.814
local power of Z in error, Z=10 to 20: 5.075
local power of Z in error, Z=20 to 40: 5.042
local power of Z in error, Z=40 to 80: 5.079
Iodine, 20s14p9d primitives, contraction 5s4p2d
s exponents: 0.040 to 1.4552e+06 bohr^-2, ratio 2.5
NR virial ratio -E/T = 1.0007246
Energies and levels in Eh; rms radii in bohr
NR uncontracted: E=-6916.8409, e1s=-1177.364, e5s=-0.83113, r1s=0.033167, r5s=2.22528
X2C uncontracted: E=-7111.1709, e1s=-1225.162, e5s=-0.88738, r1s=0.031139, r5s=2.14160
X2C frozen: E=-7046.4170, e1s=-1207.786, e5s=-0.87728, r1s=0.032732, r5s=2.22782
X2C +diffuse: E=-7046.9334, e1s=-1207.286, e5s=-0.86021, r1s=0.036093, r5s=2.17735
X2C +steep: E=-7110.9988, e1s=-1225.662, e5s=-0.89602, r1s=0.031138, r5s=2.22576
X2C s released: E=-7106.6247, e1s=-1228.287, e5s=-0.89993, r1s=0.031118, r5s=2.13182
error of X2C frozen = 64.7540 Eh
error of X2C +diffuse = 64.2375 Eh
error of X2C +steep = 0.1721 Eh
error of X2C s released = 4.5462 Eh
frozen-contraction error = 1762.0 eV
scalar-relativistic energy shift = -194.3300 Eh
error left by X2C +diffuse = 99.20 percent of frozen error
error left by X2C +steep = 0.27 percent of frozen error
error left by X2C s released = 7.02 percent of frozen error
one-electron ion Z=53, same s set: error = 25.2799 Eh
iodine NR contact density = 102301.35 bohr^-3
atom/ion error ratio = 2.5615
contact-density estimate of ratio = 2.1588
success
```
